# Selectivity needed to clear a nonuniform oxide film on silicon: a numerical check

```python
# Result under test: the least oxide-to-silicon selectivity that keeps silicon
# loss within W everywhere on a wafer is
#   S = (h/W) * [(1+phi)(1+delta)(1+over)/(1-phi) - (1-delta)]
# h: nominal oxide thickness (nm); W: allowed silicon loss (nm)
# delta, phi: half-ranges of relative thickness and relative etch rate
# over: overetch as a fraction of the time at which the last site clears
# S: oxide rate / silicon rate at the same site, equal at all sites
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expi

h, W = 500.0, 5.0
delta, phi, over = 0.05, 0.05, 0.10
rate_per_min = 500.0
v = rate_per_min / 60.0          # nominal oxide rate, nm/s


def formula(d, p, o):
    return (1 + p) * (1 + d) * (1 + o) / (1 - p) - (1 - d)


S_req = h / W * formula(delta, phi, over)

# Explicit etch of a grid of sites, oxide first and then silicon.
thick_rel, rate_rel = np.meshgrid(np.linspace(1 - delta, 1 + delta, 5),
                                  np.linspace(1 - phi, 1 + phi, 5))


def simulated_loss(selectivity, oxide_rate, dt=0.01):
    oxide = h * thick_rel
    silicon = np.zeros_like(oxide)
    step = oxide_rate * rate_rel * dt
    count = 0
    while oxide.max() > 0:
        silicon += (oxide <= 0) * step / selectivity
        oxide = np.maximum(oxide - step, 0)
        count += 1
    for _ in range(round(over * count)):
        silicon += step / selectivity
    worst = np.unravel_index(silicon.argmax(), silicon.shape)
    return silicon.max(), count * dt, worst


def simulated_requirement(oxide_rate):
    low, high = 5.0, 200.0
    for _ in range(18):
        middle = 0.5 * (low + high)
        if simulated_loss(middle, oxide_rate)[0] > W:
            low = middle
        else:
            high = middle
    return 0.5 * (low + high)


S_sim = simulated_requirement(v)
S_sim_slow = simulated_requirement(0.7 * v)
# Time steps shift the exposure by at most about 0.04 s in 19 s.
assert abs(S_sim / S_req - 1) < 0.004
assert abs(S_sim_slow / S_req - 1) < 0.004
assert round(S_req) == 33

t_nominal = h / v
t_first = (1 - delta) / (1 + phi) * t_nominal
t_last = (1 + delta) / (1 - phi) * t_nominal
t_total = (1 + over) * t_last
exposure = t_total - t_first
loss_sim, last_sim, worst = simulated_loss(S_req, v)
assert abs(last_sim - t_last) < 0.03
assert np.isclose(thick_rel[worst], 1 - delta)
assert np.isclose(rate_rel[worst], 1 + phi)

# Expansion in the three small fractions, by symbolic algebra.
d, p, o, e = sp.symbols("d p o e")
series = sp.series(formula(e * d, e * p, e * o), e, 0, 3).removeO()
series = sp.expand(series)
first, second = series.coeff(e, 1), series.coeff(e, 2)
assert sp.expand(first - (2*d + 2*p + o)) == 0
assert sp.expand(second - (2*p**2 + 2*p*d + 2*p*o + d*o)) == 0
values = {d: delta, p: phi, o: over}
S_first = h / W * float(first.subs(values))
S_second = h / W * float((first + second).subs(values))


# Requirement for any set of sites, from the clearing time of each site.
def site_requirement(a, b, total=None):
    clear = a / b
    if total is None:
        total = (1 + over) * clear.max(axis=-1, keepdims=True)
    return h / W * (b * np.maximum(total - clear, 0)).max(axis=-1)


rng = np.random.default_rng(7)
a_random = rng.uniform(1 - delta, 1 + delta, (20000, 49))
b_random = rng.uniform(1 - phi, 1 + phi, (20000, 49))
S_random = site_requirement(a_random, b_random)
assert S_random.max() < S_req
matched = np.linspace(1 - delta, 1 + delta, 41)
S_matched = site_requirement(matched, matched)
assert S_matched < 0.5 * S_req

# Other conventions.
S_uniform_si = v * exposure / W
a_pair = np.array([1 + delta, 1 - delta])
b_pair = np.array([1 - phi, 1 + phi])
last_rel = (a_pair / b_pair).max()
S_nominal_over = site_requirement(a_pair, b_pair, last_rel + over)
S_nominal_total = site_requirement(a_pair, b_pair, 1 + over)
oxide_left = h * (1 + delta) - v * (1 - phi) * (1 + over) * t_nominal
assert oxide_left > 0            # this shorter etch does not clear the wafer

# Build-up of the fluorocarbon film on freshly exposed silicon.
# Bare silicon etches as fast as oxide; the film relaxes with time tau.
v_fast = (1 + phi) * v


def film_loss(selectivity, tau):
    L = np.log(selectivity)
    return v_fast / selectivity * tau * (
        expi(L) - expi(L * np.exp(-exposure / tau)))


film = []
for tau in (0.5, 1.0):
    L = np.log(S_req)
    direct = quad(lambda t: v_fast * np.exp(-L * (1 - np.exp(-t / tau))),
                  0, exposure, epsabs=1e-10, limit=200)[0]
    assert abs(direct - film_loss(S_req, tau)) < 1e-6
    S_film = brentq(lambda s: film_loss(s, tau) - W, 10, 2000)
    assert S_film > S_req
    film.append((tau, direct, S_film))

# Narrow holes etch more slowly than the fast open site.
lag = 0.10
S_lag = site_requirement(a_pair, b_pair * np.array([1 - lag, 1]))
# Silicon consumed by later oxidation; densities in g/cm3, masses in g/mol.
density_ox, density_si = 2.20, 2.33
mass_ox, mass_si = 60.08, 28.09
new_oxide = 2.0
si_fraction = (density_ox / mass_ox) / (density_si / mass_si)
consumed = si_fraction * new_oxide
S_oxidation = S_req * W / (W - consumed)
local_drop = 0.10
S_local = S_req / (1 - local_drop)
assert min(S_lag, S_oxidation, S_local) > S_req

print(f"Nominal oxide thickness: {h:.0f} nm")
print(f"Allowed silicon loss: {W:.0f} nm")
print(f"Thickness half-range: {100*delta:.0f} %")
print(f"Rate half-range: {100*phi:.0f} %")
print(f"Overetch after last clearing: {100*over:.0f} %")
print(f"Nominal oxide rate (rough): {rate_per_min:.0f} nm/min")
print(f"Nominal clearing time: {t_nominal:.2f} s")
print(f"First clearing time: {t_first:.2f} s")
print(f"Last clearing time: {t_last:.2f} s")
print(f"Total etch time: {t_total:.2f} s")
print(f"Longest silicon exposure: {exposure:.2f} s")
print(f"Bracket in the formula: {formula(delta, phi, over):.4f} (no unit)")
print(f"Oxide-equivalent overetch: {h*formula(delta, phi, over):.1f} nm")
print(f"Required selectivity, formula: {S_req:.2f} (no unit)")
print(f"Required selectivity, time steps: {S_sim:.2f} (no unit)")
print(f"Same at 0.7 of the oxide rate: {S_sim_slow:.2f} (no unit)")
print(f"Largest silicon rate allowed: {60*v_fast/S_req:.2f} nm/min")
for trial in (30, 33):
    print(f"Silicon loss at S = {trial}: {S_req*W/trial:.2f} nm")
print(f"First-order selectivity: {S_first:.2f} (no unit)")
print(f"Second-order selectivity: {S_second:.2f} (no unit)")
print(f"S, overetch alone: {h/W*formula(0, 0, over):.2f} (no unit)")
print(f"S, nonuniformity alone: {h/W*formula(delta, phi, 0):.2f} (no unit)")
print(f"S, uniform silicon rate: {S_uniform_si:.2f} (no unit)")
print(f"S, overetch 10 % of nominal time: {S_nominal_over:.2f} (no unit)")
print(f"S, total of 1.1 nominal times: {S_nominal_total:.2f} (no unit)")
print(f"Oxide left by that shorter etch: {oxide_left:.2f} nm")
print(f"S, rate follows thickness: {S_matched:.2f} (no unit)")
print(f"Random wafers: {len(S_random)}, sites each: {a_random.shape[1]}")
print(f"S, median random wafer: {np.median(S_random):.2f} (no unit)")
print(f"S, worst random wafer: {S_random.max():.2f} (no unit)")
for tau, loss, S_film in film:
    print(f"Film build-up time (rough): {tau:.1f} s")
    print(f"  silicon loss at formula S: {loss:.2f} nm")
    print(f"  selectivity then required: {S_film:.1f} (no unit)")
print(f"Narrow-hole slowing (rough): {100*lag:.0f} %")
print(f"  selectivity then required: {S_lag:.1f} (no unit)")
print(f"Later oxide growth (rough): {new_oxide:.1f} nm")
print(f"  silicon consumed per oxide thickness: {si_fraction:.3f} (no unit)")
print(f"  silicon consumed: {consumed:.2f} nm")
print(f"  selectivity then required: {S_oxidation:.1f} (no unit)")
print(f"Local selectivity deficit (rough): {100*local_drop:.0f} %")
print(f"  wafer selectivity then required: {S_local:.1f} (no unit)")
print("all assertions hold")
```

Printed output:

```
Nominal oxide thickness: 500 nm
Allowed silicon loss: 5 nm
Thickness half-range: 5 %
Rate half-range: 5 %
Overetch after last clearing: 10 %
Nominal oxide rate (rough): 500 nm/min
Nominal clearing time: 60.00 s
First clearing time: 54.29 s
Last clearing time: 66.32 s
Total etch time: 72.95 s
Longest silicon exposure: 18.66 s
Bracket in the formula: 0.3266 (no unit)
Oxide-equivalent overetch: 163.3 nm
Required selectivity, formula: 32.66 (no unit)
Required selectivity, time steps: 32.66 (no unit)
Same at 0.7 of the oxide rate: 32.65 (no unit)
Largest silicon rate allowed: 16.08 nm/min
Silicon loss at S = 30: 5.44 nm
Silicon loss at S = 33: 4.95 nm
First-order selectivity: 30.00 (no unit)
Second-order selectivity: 32.50 (no unit)
S, overetch alone: 10.00 (no unit)
S, nonuniformity alone: 21.05 (no unit)
S, uniform silicon rate: 31.10 (no unit)
S, overetch 10 % of nominal time: 31.55 (no unit)
S, total of 1.1 nominal times: 20.50 (no unit)
Oxide left by that shorter etch: 2.50 nm
S, rate follows thickness: 10.50 (no unit)
Random wafers: 20000, sites each: 49
S, median random wafer: 28.56 (no unit)
S, worst random wafer: 32.46 (no unit)
Film build-up time (rough): 0.5 s
  silicon loss at formula S: 6.60 nm
  selectivity then required: 46.3 (no unit)
Film build-up time (rough): 1.0 s
  silicon loss at formula S: 8.21 nm
  selectivity then required: 70.0 (no unit)
Narrow-hole slowing (rough): 10 %
  selectivity then required: 46.8 (no unit)
Later oxide growth (rough): 2.0 nm
  silicon consumed per oxide thickness: 0.441 (no unit)
  silicon consumed: 0.88 nm
  selectivity then required: 39.7 (no unit)
Local selectivity deficit (rough): 10 %
  wafer selectivity then required: 36.3 (no unit)
all assertions hold
```
